# Film theory and the moving boundary layer in a stagnation-flow CVD reactor: verification in Python

```python
"""
Result under test: in a stagnation-flow CVD reactor the wall flux equals that
through a fictitious still film, J = D (c_inf - c_s) / delta, where
    delta = integral_0^inf E(z) dz,   E(z) = exp(-integral_0^z |w| dz / D).
The real gas moves throughout this film.

Symbols: z height, r radius, u radial and w vertical velocity, a strain rate,
nu kinematic viscosity, D diffusivity, Sc = nu/D, c concentration,
c_inf inlet value, c_s surface value, k_s surface rate constant,
eta = z sqrt(a/nu), u = a r f'(eta), w = -2 sqrt(a nu) f(eta),
A(eta) = 2 * integral of f, so that E = exp(-Sc A).
"""
import numpy as np
import sympy as sp
from scipy.integrate import solve_bvp, solve_ivp, simpson, cumulative_trapezoid
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import gamma

# ---- symbolic check that the similarity form obeys the flow equations ----
rs, zs, as_, ns = sp.symbols("r z a nu", positive=True)
G = sp.Function("G")(zs)
k = sp.sqrt(as_ / ns)
us = as_ * rs * sp.diff(G, zs) / k
ws = -2 * sp.sqrt(as_ * ns) * G
assert sp.simplify(sp.diff(rs * us, rs) / rs + sp.diff(ws, zs)) == 0
viscous = ns * (sp.diff(us, rs, 2) + sp.diff(us, rs) / rs - us / rs**2
                + sp.diff(us, zs, 2))
momentum = us * sp.diff(us, rs) + ws * sp.diff(us, zs) - viscous - as_**2 * rs
ode = (sp.diff(G, zs, 3) / k**3 + 2 * G * sp.diff(G, zs, 2) / k**2
       - (sp.diff(G, zs) / k)**2 + 1)
assert sp.simplify(momentum + as_**2 * rs * ode) == 0

# ---- numerical flow profile ----
ETA_MAX = 8.0


def flow_rhs(eta, y):
    return np.array([y[1], y[2], y[1]**2 - 1 - 2 * y[0] * y[2], 2 * y[0]])


grid = np.linspace(0, ETA_MAX, 400)
slope = 1 - np.exp(-1.3 * grid)
guess = np.array([grid - slope / 1.3, slope, 1.3 * (1 - slope), grid**2])
flow = solve_bvp(flow_rhs,
                 lambda p, q: np.array([p[0], p[1], p[3], q[1] - 1]),
                 grid, guess, tol=1e-8, max_nodes=50000)
assert flow.success
f2_wall = flow.sol(0.0)[2]
march = solve_ivp(flow_rhs, (0, 3), [0, 0, f2_wall, 0], rtol=1e-10, atol=1e-12)
assert np.allclose(march.y[:, -1], flow.sol(3.0), atol=1e-4)
inner = flow.sol(np.linspace(0, 3, 300))
assert np.all(inner[2] > 0)
assert np.all(inner[1]**2 - 1 - 2 * inner[0] * inner[2] < 0)


def f_and_A(eta):
    """f and A, continued beyond the grid where f' = 1."""
    eta = np.asarray(eta, dtype=float)
    y = flow.sol(np.minimum(eta, ETA_MAX))
    extra = np.maximum(eta - ETA_MAX, 0)
    return y[0] + extra, y[3] + 2 * y[0] * extra + extra**2


def film_integral(Sc):
    eta = np.linspace(0, ETA_MAX + 6 / np.sqrt(Sc), 20001)
    return simpson(np.exp(-Sc * f_and_A(eta)[1]), x=eta)


def exponent(Sc):
    """d ln(delta) / d ln(D) at fixed flow."""
    h = 0.01
    return -np.log(film_integral(Sc * np.exp(h))
                   / film_integral(Sc * np.exp(-h))) / (2 * h)


for Sc in (0.01, 0.1, 1.0, 2.5, 10.0, 100.0):
    assert 1 / 3 < exponent(Sc) < 1 / 2
high = gamma(4 / 3) * (3 / (1e5 * f2_wall))**(1 / 3)
low = np.sqrt(np.pi / (4 * 1e-5))
assert abs(film_integral(1e5) / high - 1) < 0.01   # finite-Sc correction
assert abs(film_integral(1e-5) / low - 1) < 0.01   # finite-Sc correction


# ---- two-dimensional finite-volume solution, no film assumption ----
def reactor(D, a, nu, k_s=np.inf, r_inert=0.0, nr=20, nz=240,
            R=0.040, H=0.030):
    """Return r, z centres, c/c_inf, J/c_inf and net advective share data."""
    dr, dz = R / nr, H / nz
    rf, zf = np.linspace(0, R, nr + 1), np.linspace(0, H, nz + 1)
    rc, zc = (rf[1:] + rf[:-1]) / 2, (zf[1:] + zf[:-1]) / 2
    f = f_and_A(zf * np.sqrt(a / nu))[0]
    w = -2 * np.sqrt(a * nu) * f
    area = (rf[1:]**2 - rf[:-1]**2) / 2
    idx = np.arange(nr * nz).reshape(nr, nz)
    rows, cols, vals = [], [], []

    def add(row, col, val):
        rows.append(row.ravel())
        cols.append(col.ravel())
        vals.append(np.broadcast_to(val, row.shape).ravel())

    def face(first, second, carried, conductance):
        for cell, sign in ((first, 1), (second, -1)):
            add(cell, first, sign * (carried / 2 + conductance))
            add(cell, second, sign * (carried / 2 - conductance))

    face(idx[:, :-1], idx[:, 1:], area[:, None] * w[None, 1:-1],
         area[:, None] * D / dz)
    volume_flow = rf[:, None]**2 * np.sqrt(a * nu) * np.diff(f)[None, :]
    face(idx[:-1], idx[1:], volume_flow[1:-1], rf[1:-1, None] * D * dz / dr)
    add(idx[-1], idx[-1], volume_flow[-1])
    uptake = np.where(rc > r_inert, 1 / (dz / (2 * D) + 1 / k_s), 0.0)
    add(idx[:, 0], idx[:, 0], area * uptake)
    add(idx[:, -1], idx[:, -1], area * 2 * D / dz)
    rhs = np.zeros((nr, nz))
    rhs[:, -1] = area * (2 * D / dz - w[-1])
    matrix = coo_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(nr * nz, nr * nz)).tocsc()
    c = spsolve(matrix, rhs.ravel()).reshape(nr, nz)
    # net advective supply to the gas below each interior horizontal face
    down = -(area[:, None] * w[None, 1:-1] * (c[:, 1:] + c[:, :-1]) / 2).sum(0)
    out = np.cumsum(volume_flow[-1] * c[-1])[:-1]
    wall = c[:, 0] * uptake
    share = (down - out) / (area * wall).sum()
    return rc, zc, c, wall, zf[1:-1], share


# ---- worked example: round model parameters ----
nu, a = 1.0e-3, 20.0
D_light, D_heavy = 1.0e-3, 4.0e-4
c_inf, k_s = 1.0, 0.1            # mmol/m^3, m/s
r_obs = 0.030
length = np.sqrt(nu / a)
d_light = length * film_integral(nu / D_light)
d_heavy = length * film_integral(nu / D_heavy)
Sc_h = nu / D_heavy

direct_light = reactor(D_light, a, nu)[3]
rc, zc, c, direct_heavy, z_face, adv_share = reactor(D_heavy, a, nu)
assert np.ptp(c, axis=0).max() < 1e-8
assert np.allclose(direct_light, D_light / d_light, rtol=1e-3)
assert np.allclose(direct_heavy, D_heavy / d_heavy, rtol=1e-3)

z_fine = np.linspace(0, 0.030, 6001)
E_fine = np.exp(-Sc_h * f_and_A(z_fine / length)[1])
theta = cumulative_trapezoid(E_fine, z_fine, initial=0) / d_heavy
assert np.max(np.abs(c[0] - np.interp(zc, z_fine, theta))) < 1e-3
assert np.max(np.abs(adv_share - (1 - np.interp(z_face, z_fine, E_fine)))) < 3e-3

for rate in (0.02, k_s, 1.0):
    direct = reactor(D_heavy, a, nu, k_s=rate)[3].mean()
    series = 1 / (1 / rate + d_heavy / D_heavy)
    assert abs(direct / series - 1) < 1e-3
direct_mixed = reactor(D_heavy, a, nu, k_s=k_s)[3].mean() * c_inf
J_mixed = c_inf / (1 / k_s + d_heavy / D_heavy)
c_surface = J_mixed / k_s

direct_fast = reactor(D_heavy, 2 * a, nu)[3].mean()
flow_ratio = direct_fast / direct_heavy.mean()
assert abs(flow_ratio / np.sqrt(2) - 1) < 2e-3

true_ratio = direct_heavy.mean() / direct_light.mean()
still_ratio = D_heavy / D_light
assert true_ratio > 1.2 * still_ratio

# inert centre: the local film thickness depends on the upstream surface
r_inert, r_probe = 0.015, 0.020
local = []
for nr, nz in ((40, 120), (80, 240)):
    res = reactor(D_heavy, a, nu, r_inert=r_inert, nr=nr, nz=nz)
    local.append(D_heavy / np.interp(r_probe, res[0], res[3]))
assert abs(local[0] / local[1] - 1) < 0.02
assert local[1] < 0.95 * d_heavy

eta_dense = np.linspace(0, 5, 5001)
z99 = length * np.interp(0.99, flow.sol(eta_dense)[1][:3001], eta_dense[:3001])

print(f"kinematic viscosity nu = {nu:.1e} m^2/s")
print(f"strain rate a = {a:.0f} 1/s")
print(f"flow length sqrt(nu/a) = {length*1e3:.2f} mm")
print(f"wall slope f''(0) = {f2_wall:.4f}")
print(f"height where u is 99% of outer value = {z99*1e3:.2f} mm")
for name, D, d in (("light", D_light, d_light), ("heavy", D_heavy, d_heavy)):
    print(f"{name}: D = {D:.1e} m^2/s, Sc = {nu/D:.2f}")
    print(f"{name}: film integral I = {d/length:.4f}")
    print(f"{name}: film thickness = {d*1e3:.2f} mm")
    print(f"{name}: transfer coefficient D/delta = {D/d:.5f} m/s")
    print(f"{name}: exponent dln(delta)/dln(D) = {exponent(nu/D):.3f}")
print(f"light: D/delta, direct 2D solution = {direct_light.mean():.5f} m/s")
print(f"heavy: D/delta, direct 2D solution = {direct_heavy.mean():.5f} m/s")
print(f"outer radial speed at r = {r_obs*1e3:.0f} mm: {a*r_obs:.3f} m/s")
print("heavy species, c_s = 0, heights in units of its film thickness:")
for m in (0.25, 0.5, 1.0, 1.5, 2.0):
    z = m * d_heavy
    y = flow.sol(z / length)
    print(f" z/delta={m:.2f}: u={a*r_obs*y[1]:.3f} m/s,"
          f" |w|={2*np.sqrt(a*nu)*y[0]:.3f} m/s,"
          f" diffusion share={np.exp(-Sc_h*y[3]):.3f},"
          f" advection share={1-np.exp(-Sc_h*y[3]):.3f},"
          f" c/c_inf={np.interp(z, z_fine, theta):.3f}")
mean_u = f_and_A(d_heavy / length)[0] / (d_heavy / length)
print(f"mean u inside heavy film / outer u = {mean_u:.3f}")
print(f"inlet concentration = {c_inf:.1f} mmol/m^3, k_s = {k_s:.2f} m/s")
print(f"surface resistance 1/k_s = {1/k_s:.2f} s/m")
print(f"film resistance delta/D (heavy) = {d_heavy/D_heavy:.2f} s/m")
print(f"heavy flux, film formula = {J_mixed:.5f} mmol/(m^2 s)")
print(f"heavy flux, direct 2D solution = {direct_mixed:.5f} mmol/(m^2 s)")
print(f"heavy surface concentration = {c_surface:.3f} mmol/m^3")
print(f"heavy/light transport-limited flux, direct = {true_ratio:.3f}")
print(f"heavy/light flux if delta were common = {still_ratio:.3f}")
print(f"common-delta error in heavy flux = {100*(still_ratio/true_ratio-1):.1f} %")
print(f"flux ratio on doubling a, direct = {flow_ratio:.4f}")
print(f"heavy film thickness at doubled a = {D_heavy/direct_fast*1e3:.2f} mm")
print(f"inert centre radius = {r_inert*1e3:.0f} mm, probe r = {r_probe*1e3:.0f} mm")
print(f"local heavy film thickness at probe = {local[1]*1e3:.1f} mm")
print(f"same on coarser grid = {local[0]*1e3:.1f} mm")
print("OK")
```

It prints:

```
kinematic viscosity nu = 1.0e-03 m^2/s
strain rate a = 20 1/s
flow length sqrt(nu/a) = 7.07 mm
wall slope f''(0) = 1.3119
height where u is 99% of outer value = 13.75 mm
light: D = 1.0e-03 m^2/s, Sc = 1.00
light: film integral I = 1.3119
light: film thickness = 9.28 mm
light: transfer coefficient D/delta = 0.10780 m/s
light: exponent dln(delta)/dln(D) = 0.378
heavy: D = 4.0e-04 m^2/s, Sc = 2.50
heavy: film integral I = 0.9347
heavy: film thickness = 6.61 mm
heavy: transfer coefficient D/delta = 0.06052 m/s
heavy: exponent dln(delta)/dln(D) = 0.363
light: D/delta, direct 2D solution = 0.10780 m/s
heavy: D/delta, direct 2D solution = 0.06052 m/s
outer radial speed at r = 30 mm: 0.600 m/s
heavy species, c_s = 0, heights in units of its film thickness:
 z/delta=0.25: u=0.168 m/s, |w|=0.010 m/s, diffusion share=0.987, advection share=0.013, c/c_inf=0.249
 z/delta=0.50: u=0.303 m/s, |w|=0.036 m/s, diffusion share=0.903, advection share=0.097, c/c_inf=0.487
 z/delta=1.00: u=0.482 m/s, |w|=0.124 m/s, diffusion share=0.479, advection share=0.521, c/c_inf=0.843
 z/delta=1.50: u=0.564 m/s, |w|=0.241 m/s, diffusion share=0.107, advection share=0.893, c/c_inf=0.977
 z/delta=2.00: u=0.592 m/s, |w|=0.369 m/s, diffusion share=0.009, advection share=0.991, c/c_inf=0.999
mean u inside heavy film / outer u = 0.470
inlet concentration = 1.0 mmol/m^3, k_s = 0.10 m/s
surface resistance 1/k_s = 10.00 s/m
film resistance delta/D (heavy) = 16.52 s/m
heavy flux, film formula = 0.03770 mmol/(m^2 s)
heavy flux, direct 2D solution = 0.03770 mmol/(m^2 s)
heavy surface concentration = 0.377 mmol/m^3
heavy/light transport-limited flux, direct = 0.561
heavy/light flux if delta were common = 0.400
common-delta error in heavy flux = -28.8 %
flux ratio on doubling a, direct = 1.4142
heavy film thickness at doubled a = 4.67 mm
inert centre radius = 15 mm, probe r = 20 mm
local heavy film thickness at probe = 5.5 mm
same on coarser grid = 5.5 mm
OK
```
